**Penn's loss-function extension: full and single-pole mean free paths**

The program extends an optical loss function L(ω) to finite momentum transfer q by superposing Lindhard electron gases of plasma frequency ω_p with weight g = 2L(ω_p)/(πω_p), then integrates the inelastic mean free path λ of an electron of energy E. Energies are measured from the band bottom, and losses are limited to E − E_F, where E_F is the Fermi energy. It asserts that the Lindhard formula agrees with a direct sum over occupied states and obeys the f-sum and static sum rules, that the superposition recovers the optical loss, and that a dilute gas gives the Rutherford rate. It also asserts that the separated plasmon and pair rates agree with a damped brute-force integration within 2%, and that two routes to the single-pole path at 100 eV agree within 1%. For a model metal with round parameters, the single-pole path is 2.8 times the full one at 15 eV, but the two agree within about 3% from 40 to 200 eV. At 15 and 20 eV, more than half of the full rate comes from gases with ω_p > E − E_F, which the single-pole version cannot excite. Replacing the dispersion coefficient 1/3 by 3/5 lengthens the single-pole path at every energy computed.

## Check in Python

```python
"""Penn extension of an optical loss function and inelastic mean free path.

Result under test (Hartree atomic units):
  L(q,w) = integral dwp g(wp) Im[-1/eps_L(q,w;wp)], g = 2 L(0,wp)/(pi wp)
  1/lambda = 1/(pi E) integral dw integral dq/q L(q,w), 0 < w < E-E_F
wp: plasma frequency of one component gas; kf: its Fermi wave number;
E: electron energy from the band bottom; E_F: Fermi energy of the solid.
The full version keeps plasmon and electron-hole losses of every gas.
The single-pole version uses w_q^2 = wp^2 + beta*kf^2*q^2 + q^4/4.
The optical spectrum is a model with round parameters.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
PI = np.pi
FERMI_EV = 10.0
FERMI = FERMI_EV / HARTREE
OSCILLATORS = ((15.0, 4.0, 0.7), (30.0, 15.0, 0.3))


def optical_loss(w_ev):
    """Sum of loss oscillators: energy, width, static weight."""
    return sum(f * w0**2 * width * w_ev
               / ((w0**2 - w_ev**2)**2 + (width * w_ev)**2)
               for w0, width, f in OSCILLATORS)


def gauss(n):
    x, weight = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * weight


def fermi_wave_number(wp):
    return (0.75 * PI * wp**2)**(1 / 3)


def log_ratio(t):
    return np.log(np.abs((t + 1) / (t - 1)))


def eps_real(q, w, kf):
    z, u = q / (2 * kf), w / (q * kf)
    a, b = z - u, z + u
    f = 0.5 + ((1 - a*a) * log_ratio(a)
               + (1 - b*b) * log_ratio(b)) / (8 * z)
    return 1 + f / (PI * kf * z**2)


def eps_imag(q, w, kf):
    z, u = q / (2 * kf), w / (q * kf)
    f = PI / (8 * z) * (np.maximum(0, 1 - (z-u)**2)
                        - np.maximum(0, 1 - (z+u)**2))
    return f / (PI * kf * z**2)


def gas_loss(q, w, kf):
    e1, e2 = eps_real(q, w, kf), eps_imag(q, w, kf)
    return e2 / (e1**2 + e2**2)


def critical_q(kf):
    """Wave number at which the plasmon meets the pair continuum."""
    def edge(z):
        return z*z - ((1+z) * np.log1p(1/z) - 1) / (2 * PI * kf)
    return 2 * kf * brentq(edge, 1e-6, 50.0)


def plasmon(q, wp, kf):
    """Plasmon energy and integrated weight of its loss line."""
    low = q * kf + q*q / 2
    high = np.sqrt(wp**2 + low**2)
    for _ in range(52):
        mid = 0.5 * (low + high)
        below = eps_real(q, mid, kf) < 0
        low = np.where(below, mid, low)
        high = np.where(below, high, mid)
    w = 0.5 * (low + high)
    z, u = q / (2 * kf), w / (q * kf)
    slope = (2 * (z-u) * log_ratio(z-u) - 2 * (z+u) * log_ratio(z+u))
    slope = slope / (8 * z * PI * kf * z**2 * q * kf)
    return w, PI / np.abs(slope)


def line_integral(E, q, wq, strength):
    """Integral dq/q of a loss line inside the allowed region."""
    k = np.sqrt(2 * E)
    d = np.minimum(k*q - q*q/2, E - FERMI) - wq
    positive = np.maximum(d, 0)
    fraction = ((positive[1:] + positive[:-1])
                / (np.abs(d[1:]) + np.abs(d[:-1]) + 1e-300))
    return np.sum(0.5 * (strength[1:] + strength[:-1])
                  * np.diff(np.log(q)) * fraction)


NODE, WEIGHT = gauss(70)


def continuum_integral(E, kf, qc):
    """Integral dw dq/q over allowed electron-hole losses."""
    k, W = np.sqrt(2 * E), E - FERMI
    qmax = min(2*k, k + kf, kf + np.sqrt(kf**2 + 2*W))
    first = min(qc, qmax)
    q, dq = first * NODE, first * WEIGHT
    if qmax > qc:
        q = np.concatenate([q, qc + (qmax - qc) * NODE**2])
        dq = np.concatenate([dq, (qmax - qc) * 2 * NODE * WEIGHT])
    low = np.maximum(0, q*q/2 - q*kf)
    high = np.minimum(np.minimum(q*q/2 + q*kf, k*q - q*q/2), W)
    keep = high > low
    q, dq, low, span = q[keep], dq[keep], low[keep], (high - low)[keep]
    w = low[:, None] + span[:, None] * (1 - (1 - NODE)**2)
    inner = gas_loss(q[:, None], w, kf) @ (2 * (1 - NODE) * WEIGHT)
    return np.sum(dq / q * span * inner)


def plasmon_table(wp, kf, qc, kmax):
    start = 0.98 * wp / kmax
    if start >= qc * (1 - 1e-6):
        return None
    q = np.geomspace(start, qc * (1 - 1e-6), 400)
    return (q,) + plasmon(q, wp, kf)


def single_pole_integral(E, wp, beta):
    k = np.sqrt(2 * E)
    if wp >= E - FERMI:
        return 0.0
    q = np.geomspace(0.98 * wp / k, 2 * k, 700)
    kf = fermi_wave_number(wp)
    wq = np.sqrt(wp**2 + beta * kf**2 * q**2 + q**4 / 4)
    return line_integral(E, q, wq, 0.5 * PI * wp**2 / wq)


def damped_loss(q, w, kf, eta):
    """Loss from the complex Lindhard function at w + i eta."""
    z, u = q / (2 * kf), (w + 1j * eta) / (q * kf)
    total = 0.5
    for t in (z - u, z + u):
        total = total + (1 - t*t) * np.log((t+1) / (t-1)) / (8 * z)
    return (-1 / (1 + total / (PI * kf * z**2))).imag


# ---- Lindhard function against a sum over occupied states ----
wp15 = 15.0 / HARTREE
kf15 = fermi_wave_number(wp15)
qc15 = critical_q(kf15)
x, wx = gauss(80)
kk, mu = kf15 * x[:, None], (2*x - 1)[None, :]
measure = (kf15 * wx)[:, None] * (2 * wx)[None, :] * kk**2
for q, w in ((0.4, 1.0), (2.5, 0.0)):
    delta = q * kk * mu + q*q / 2
    direct = 1 + 2/(PI*q*q) * np.sum(
        measure * (1/(delta-w) + 1/(delta+w)))
    assert abs(direct - eps_real(q, w, kf15)) < 1e-6

# ---- sum rules, with plasmon and continuum together ----
x, wx = gauss(600)
sum_errors = []
for scale in (0.5, 0.9, 1.5, 3.0):
    q = scale * qc15
    low, high = max(0, q*q/2 - q*kf15), q*q/2 + q*kf15
    w = low + (high - low) * (1 - (1-x)**2)
    dw = (high - low) * 2 * (1-x) * wx
    loss = gas_loss(q, w, kf15)
    f_sum, static_sum = np.sum(dw*w*loss), np.sum(dw*loss/w)
    if scale < 1:
        wq, strength = plasmon(np.array([q]), wp15, kf15)
        f_sum += (wq * strength)[0]
        static_sum += (strength / wq)[0]
    f_error = f_sum / (PI/2 * wp15**2) - 1
    static_exact = PI/2 * (1 - 1/eps_real(q, 0.0, kf15))
    sum_errors += [abs(f_error), abs(static_sum/static_exact - 1)]
assert max(sum_errors) < 3e-3

# ---- two different small-q coefficients ----
q = 0.05 * kf15
wq = plasmon(np.array([q]), wp15, kf15)[0][0]
plasmon_beta = (wq**2 - wp15**2) / (kf15*q)**2
inverse_static = 1 / eps_real(q, 0.0, kf15)
static_beta = inverse_static * wp15**2 / (kf15*q)**2
assert abs(plasmon_beta / 0.6 - 1) < 0.02
assert abs(static_beta * 3 - 1) < 0.02

# ---- optical limit and static normalization ----
wp_fine = np.arange(0.5, 60.0, 0.005)
kf_fine = fermi_wave_number(wp_fine / HARTREE)
g_fine = 2 * optical_loss(wp_fine) / (PI * wp_fine)
optical_errors = []
for w_ev in (10.0, 15.0, 30.0):
    response = damped_loss(0.05, w_ev/HARTREE, kf_fine, 0.02/HARTREE)
    recovered = trapezoid(g_fine * response, wp_fine)
    optical_errors.append(abs(recovered / optical_loss(w_ev) - 1))
assert max(optical_errors) < 0.03
wide = np.geomspace(1e-4, 1e5, 20001)
g_norm = trapezoid(2/PI * optical_loss(wide), np.log(wide))
assert abs(g_norm - 1) < 1e-3

# ---- prefactor against Rutherford scattering by a dilute gas ----
wp_dilute, E_test = 0.5/HARTREE, 100/HARTREE
kf = fermi_wave_number(wp_dilute)
x, wx = gauss(60)
w1, w2 = 20/HARTREE, 80/HARTREE
w = w1 + (w2-w1) * x
root = np.sqrt(kf**2 + 2*w)
q = (root - kf)[:, None] + 2*kf*x[None, :]
inner = np.sum(2*kf*wx * gas_loss(q, w[:, None], kf) / q, axis=1)
dilute_rate = np.sum((w2-w1)*wx*inner) / (PI*E_test)
density = wp_dilute**2 / (4*PI)
rutherford = density * PI / E_test * (1/w1 - 1/w2)
assert abs(dilute_rate / rutherford - 1) < 0.03


# ---- pole plus continuum against damped brute-force integration ----
def damped_rate(E, wp, eta):
    k, kf = np.sqrt(2*E), fermi_wave_number(wp)
    qgrid = np.geomspace(0.3*wp/k, 2*k*(1-1e-6), 700)
    fraction = np.linspace(0, 1, 4001)
    values = []
    for q in qgrid:
        top = min(k*q - q*q/2, E - FERMI)
        loss = damped_loss(q, top*fraction, kf, eta)
        values.append(top * trapezoid(loss, fraction))
    return trapezoid(values, np.log(qgrid)) / (PI*E)


brute_results = []
for E_ev, wp_ev in ((60.0, 15.0), (40.0, 40.0)):
    E, wp = E_ev/HARTREE, wp_ev/HARTREE
    kf = fermi_wave_number(wp)
    qc = critical_q(kf)
    separated = continuum_integral(E, kf, qc)
    table = plasmon_table(wp, kf, qc, np.sqrt(2*E))
    if table is not None:
        separated += line_integral(E, *table)
    separated /= PI*E
    eta = 0.05/HARTREE
    brute = 2*damped_rate(E, wp, eta) - damped_rate(E, wp, 2*eta)
    brute_results.append((E_ev, wp_ev, separated/BOHR, brute/BOHR))
    assert abs(separated/brute - 1) < 0.02, (separated, brute)

# ---- mean free paths from the superposition of gas rates ----
energies = np.array([15., 20., 30., 40., 60., 80., 100., 150., 200.])
wp_ev = np.geomspace(0.3, 600.0, 121)
kmax = np.sqrt(2 * energies[-1] / HARTREE)
shape = (len(energies), len(wp_ev))
pole, pairs, single, single35 = (np.zeros(shape) for _ in range(4))
for j, wp in enumerate(wp_ev / HARTREE):
    kf = fermi_wave_number(wp)
    qc = critical_q(kf)
    table = plasmon_table(wp, kf, qc, kmax)
    for i, E in enumerate(energies / HARTREE):
        if table is not None:
            pole[i, j] = line_integral(E, *table)
        pairs[i, j] = continuum_integral(E, kf, qc)
        single[i, j] = single_pole_integral(E, wp, 1/3)
        single35[i, j] = single_pole_integral(E, wp, 3/5)

log_wp = np.log(wp_ev)
factor = (2/PI * optical_loss(wp_ev))[None, :]
factor = factor / (PI * energies[:, None] / HARTREE)
full_integrand = factor * (pole + pairs)
full_rate = trapezoid(full_integrand, log_wp, axis=1)
pole_rate = trapezoid(factor * pole, log_wp, axis=1)
single_rate = trapezoid(factor * single, log_wp, axis=1)
single35_rate = trapezoid(factor * single35, log_wp, axis=1)
full_path, single_path = BOHR/full_rate, BOHR/single_rate
single35_path = BOHR/single35_rate
ratio = single_path / full_path
cumulative = cumulative_trapezoid(full_integrand, log_wp,
                                  axis=1, initial=0)
above = np.array([1 - np.interp(np.log(E-FERMI_EV), log_wp, c)/c[-1]
                  for E, c in zip(energies, cumulative)])
coarse = trapezoid(full_integrand[:, ::2], log_wp[::2], axis=1)
grid_change = np.max(np.abs(coarse/full_rate - 1))
assert grid_change < 0.02
assert ratio[0] > 1.5 and abs(ratio[-1] - 1) < 0.15
assert above[0] > above[-1]

# ---- single-pole result from its mapped loss function ----
E = 100/HARTREE
k, W = np.sqrt(2*E), E - FERMI
xw, ww = gauss(300)
xq, wq_weight = gauss(100)
w = W*xw
k_after = np.sqrt(k*k - 2*w)
q_low = k - k_after
q_high = np.minimum(k + k_after, np.sqrt(2*w))
log_span = np.log(q_high/q_low)
q = q_low[:, None] * np.exp(log_span[:, None]*xq)
low, high = np.zeros_like(q), np.broadcast_to(w[:, None], q.shape)
for _ in range(55):
    mid = 0.5*(low + high)
    value = mid**2 + fermi_wave_number(mid)**2*q*q/3 + q**4/4
    below = value < w[:, None]**2
    low, high = np.where(below, mid, low), np.where(below, high, mid)
w0 = 0.5*(low + high)
jacobian = 1 + 2*fermi_wave_number(w0)**2*q*q/(9*w0**2)
mapped_loss = optical_loss(w0*HARTREE) / jacobian
mapped_rate = np.sum(W*ww*log_span*(mapped_loss @ wq_weight))/(PI*E)
mapped_path = BOHR/mapped_rate
index100 = int(np.where(energies == 100)[0][0])
assert abs(mapped_path/single_path[index100] - 1) < 0.01

# ---- report ----
print(f"Fermi energy from band bottom: {FERMI_EV:.1f} eV")
for w0_ev, width, strength in OSCILLATORS:
    print(f"oscillator: energy {w0_ev:.1f} eV, width {width:.1f} eV,"
          f" static weight {strength:.1f}")
for w_ev in (5.0, 15.0, 30.0):
    print(f"optical loss at {w_ev:.0f} eV: {optical_loss(w_ev):.4f}")
print(f"integral of g over plasma frequency: {g_norm:.5f}")
print(f"15 eV gas: k_F {kf15/BOHR:.4f} 1/angstrom,"
      f" q_c {qc15/BOHR:.4f} 1/angstrom")
print(f"small-q plasmon coefficient: {plasmon_beta:.4f}")
print(f"static-screening coefficient: {static_beta:.4f}")
print(f"largest relative sum-rule error: {max(sum_errors):.2e}")
print(f"largest relative optical-limit error: {max(optical_errors):.2e}")
print(f"dilute-gas rate / Rutherford rate: {dilute_rate/rutherford:.4f}")
for E_ev, gas_ev, separated, brute in brute_results:
    print(f"E {E_ev:.0f} eV, gas {gas_ev:.0f} eV: separated rate"
          f" {separated:.5f}, damped rate {brute:.5f} 1/angstrom")
print("Mean free paths: E in eV, lengths in angstrom")
print("E | full | single pole (1/3) | ratio single/full")
for E_ev, full, one, r in zip(energies, full_path, single_path, ratio):
    print(f"{E_ev:.0f} | {full:.2f} | {one:.2f} | {r:.3f}")
print("E in eV | plasmon share % | share from wp>E-E_F %"
      " | single pole (3/5), angstrom")
for i, E_ev in enumerate(energies):
    print(f"{E_ev:.0f} | {100*pole_rate[i]/full_rate[i]:.1f} |"
          f" {100*above[i]:.1f} | {single35_path[i]:.2f}")
print(f"single pole at 100 eV by mapped loss: {mapped_path:.3f} angstrom")
print(f"largest relative change on halving wp grid: {grid_change:.2e}")
print("tests ok")
```

It prints:

```
Fermi energy from band bottom: 10.0 eV
oscillator: energy 15.0 eV, width 4.0 eV, static weight 0.7
oscillator: energy 30.0 eV, width 15.0 eV, static weight 0.3
optical loss at 5 eV: 0.1042
optical loss at 15 eV: 2.7450
optical loss at 30 eV: 0.6402
integral of g over plasma frequency: 1.00000
15 eV gas: k_F 1.6906 1/angstrom, q_c 1.2655 1/angstrom
small-q plasmon coefficient: 0.6010
static-screening coefficient: 0.3328
largest relative sum-rule error: 1.52e-06
largest relative optical-limit error: 1.06e-02
dilute-gas rate / Rutherford rate: 1.0032
E 60 eV, gas 15 eV: separated rate 0.29646, damped rate 0.29647 1/angstrom
E 40 eV, gas 40 eV: separated rate 0.07065, damped rate 0.06973 1/angstrom
Mean free paths: E in eV, lengths in angstrom
E | full | single pole (1/3) | ratio single/full
15 | 37.21 | 103.65 | 2.786
20 | 15.59 | 38.97 | 2.499
30 | 6.90 | 7.62 | 1.103
40 | 4.53 | 4.62 | 1.019
60 | 4.08 | 4.00 | 0.979
80 | 4.22 | 4.09 | 0.968
100 | 4.51 | 4.41 | 0.977
150 | 5.51 | 5.45 | 0.988
200 | 6.59 | 6.54 | 0.992
E in eV | plasmon share % | share from wp>E-E_F % | single pole (3/5), angstrom
15 | 24.9 | 64.1 | 117.83
20 | 22.5 | 58.6 | 47.88
30 | 26.6 | 11.2 | 12.53
40 | 36.0 | 3.7 | 5.91
60 | 42.9 | 0.4 | 4.82
80 | 47.2 | 0.1 | 4.72
100 | 50.4 | 0.0 | 4.96
150 | 55.5 | 0.0 | 5.95
200 | 58.5 | 0.0 | 7.05
single pole at 100 eV by mapped loss: 4.409 angstrom
largest relative change on halving wp grid: 1.34e-02
tests ok
```
